# Sharp moisture fronts from irreversible, saturable trapping in a thick film, part 1

(Sections cited here and not found follow in the second part.)

## First half: how far the water gets

Q: A dry oxide film is put into humid air, and water diffuses in. Diffusion smooths everything it touches. I would expect a gentle slope of water content, not a wet layer with a boundary. What could make a boundary?

A: Sites that bind water and can be used up. Suppose the film contains reactive sites at a uniform density $N$, each of which takes one water molecule and keeps it. Water entering from the surface is caught by the first free sites it meets. Once those are full they catch nothing more, and later arrivals pass over them to the next free sites. The film then fills from the surface inward. Whether the boundary is narrow, and where it lies, must come from equations.

Q: Then write them, and say what is being counted.

A: Let $x$ be the depth below the surface and $t$ the time since exposure. Let $c(x,t)$ be the number of mobile water molecules per volume and $s(x,t)$ the number of bound ones per volume. Bound water does not move. I assume a constant diffusivity $D$ for the mobile water and a capture rate proportional both to the mobile water and to the free sites, with a coefficient $k$:

$$\frac{\partial s}{\partial t}=k\,c\,(N-s).$$

Each captured molecule is lost from the mobile population, so the capture rate enters the diffusion equation with a minus sign:

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2}-\frac{\partial s}{\partial t}.$$

The film starts dry, $c=s=0$. From $t=0$ on, the air holds the mobile concentration just inside the surface at $c_0$. For the moment the film is so thick that no water has reached its back.

Q: Water also clings weakly to pore walls and comes off again. Is that mobile or bound?

A: It belongs to $c$, provided it exchanges quickly with the moving molecules and in fixed proportion to them. Then $D$ is the diffusivity of that combined population, and $c_0$ is its combined surface concentration. The letter $s$ is reserved for water that stays. Capillary condensation in the pores would spoil the fixed proportion, and the model excludes it.

Q: Two coupled equations, one of them nonlinear because of the product $cs$. You will have to approximate at once.

A: One useful result needs no approximation. Add the capture rate to both sides of the diffusion equation:

$$\frac{\partial}{\partial t}(c+s)=D\frac{\partial^2 c}{\partial x^2}.$$

The nonlinear term has gone, because capture does not change the total water at a point. Now multiply by $x$, integrate over depth, and integrate the right side by parts:

$$\frac{d}{dt}\int_0^\infty x(c+s)\,dx
=D\left[x\frac{\partial c}{\partial x}\right]_0^\infty-D\int_0^\infty\frac{\partial c}{\partial x}\,dx.$$

The bracket vanishes at the surface, where $x=0$ and the slope is finite for $t>0$. It vanishes deep inside, where there is no water. The remaining integral is $c(\infty)-c(0)=-c_0$. With the minus sign in front, the right side is $+Dc_0$. The film started dry, so

$$\int_0^\infty x(c+s)\,dx=Dc_0t. \tag{1}$$

Q: Why multiply by $x$? Integrating without it would give the total water, which is what I care about.

A: Without the factor $x$ the right side would be the flux through the surface, which is unknown. With it, the unknown flux is multiplied by zero, and the known concentration $c_0$ takes its place. Equation (1) fixes the first moment of the water: the amount, weighted by how deep it has gone.

Notice that the capture law was never used. The result holds for fast capture, slow capture, or capture followed by release, as long as bound water is immobile and $D$ is constant.

Q: A moment is not a depth. A little water far down and a lot of water near the surface can have the same moment.

A: So let us define a depth from the amount of trapped water. Imagine all of it packed against the surface, with every site there filled. The packed layer has thickness

$$X(t)=\frac1N\int_0^\infty s\,dx .$$

I will call $X$ the filled depth. It is defined whether or not the real profile has a boundary. The moment then limits $X$, because no site can hold more than one molecule.

Q: How does that limit follow?

A: Compare $s$ with the packed profile $h$, equal to $N$ for $x<X$ and zero beyond. Both contain the same amount of water, so $\int(s-h)\,dx=0$, and subtracting $X$ times this zero changes nothing:

$$\int_0^\infty x(s-h)\,dx=\int_0^\infty (x-X)(s-h)\,dx\equiv B .$$

For $x<X$ the first factor is negative, and the second is negative or zero because $s\le N$. For $x>X$ the first factor is positive and the second is $s\ge0$. The product is nowhere negative, so $B\ge0$. The packed profile has the moment $\int_0^X Nx\,dx=NX^2/2$. Therefore

$$\int_0^\infty xs\,dx=\frac{NX^2}{2}+B .$$

Put this into (1) and solve for $X^2$:

$$X^2=\frac{2Dc_0t}{N}-\frac2N\int_0^\infty xc\,dx-\frac{2B}{N}. \tag{2}$$

Q: You need $c\ge0$ to conclude anything from the middle term. Can the sink not drive $c$ below zero?

A: No, because the sink is proportional to $c$. Where $c$ fell to zero at a minimum, the capture rate would vanish and the curvature term $D\,\partial^2c/\partial x^2$ would be zero or positive, so nothing would push $c$ lower. In the same way $s$ cannot pass $N$, since its rate vanishes there.

Both subtractions in (2) are therefore positive or zero, and we have a bound:

$$X\le x_f,\qquad x_f\equiv\sqrt{\frac{2Dc_0t}{N}} . \tag{3}$$

Q: That is a ceiling. You have not shown that the water reaches it.

A: Equation (2) says what reaching it requires. The moment of the mobile water must be small, and so must $B$, which measures how far the trapped water departs from a packed layer. If both are small beside $NX^2/2$, then $X$ approaches $x_f$ and the profile approaches a step at that depth. A low mobile concentration and a narrow edge are thus what we must establish.

Q: Before you do that, give me a picture. Why a square root, and why does $N$ stand below the line?

A: Take the step for granted for a moment. Behind it all sites are full, so mobile water crosses the layer without loss. At the step it is captured at once, so $c$ is nearly zero there. With little change in time, the diffusion equation reduces to $\partial^2c/\partial x^2=0$, whose solution between the two end values is a straight line:

$$c\simeq c_0\left(1-\frac xX\right).$$

The flux into the film is $-D\,\partial c/\partial x=Dc_0/X$. To advance by $dX$, the front must fill $N\,dX$ sites per area. Equating supply and demand gives

$$N\frac{dX}{dt}=\frac{Dc_0}{X},\qquad X\,dX=\frac{Dc_0}{N}\,dt,\qquad \frac{X^2}{2}=\frac{Dc_0t}{N},$$

which is $X=x_f$. The front slows down because each new molecule must cross a thicker filled layer. It is slower for larger $N$ because each step forward costs more molecules.

Q: You said "little change in time" while the front moves. The straight line has to stretch as $X$ grows. Is that consistent?

A: Compare two times. Diffusion adjusts the profile across the filled layer in about $X^2/D$. The front needs about $X/(dX/dt)=NX^2/(Dc_0)$ to change its depth appreciably. The ratio of the first time to the second is $c_0/N$. The straight line can keep up if $c_0\ll N$.

Q: "Can keep up" is not an error estimate. How wrong is the depth if $c_0/N$ is small but not zero?

A: That question has a closed answer if capture is instantaneous, so that the edge is a true step. We keep the full diffusion equation behind the front and impose $c=c_0$ at $x=0$ and $c=0$ at $x=X$. Write $\eta=x/(2\sqrt{Dt})$ and try

$$c=c_0\left[1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda}\right],\qquad X=2\lambda\sqrt{Dt},$$

with a constant $\lambda$ still to be found. The end values are right: $\operatorname{erf}0=0$, and $\eta=\lambda$ at the front. For the diffusion equation we need the derivative $\operatorname{erf}'\eta=(2/\sqrt\pi)e^{-\eta^2}$, together with $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/(2\sqrt{Dt})$. They give

$$\frac{\partial c}{\partial t}=\frac{c_0\,\eta\,e^{-\eta^2}}{\sqrt\pi\,t\,\operatorname{erf}\lambda},\qquad
\frac{\partial c}{\partial x}=-\frac{c_0\,e^{-\eta^2}}{\sqrt{\pi Dt}\,\operatorname{erf}\lambda}.$$

Differentiating the slope once more brings a factor $-2\eta/(2\sqrt{Dt})=-\eta/\sqrt{Dt}$, so

$$D\frac{\partial^2c}{\partial x^2}=\frac{c_0\,\eta\,e^{-\eta^2}}{\sqrt\pi\,t\,\operatorname{erf}\lambda}=\frac{\partial c}{\partial t}.$$

The trial form is a solution for any $\lambda$. What selects $\lambda$ is the balance at the front, $N\,dX/dt=-D\,\partial c/\partial x$ at $\eta=\lambda$. Since $dX/dt=\lambda\sqrt{D/t}$,

$$N\lambda\sqrt{\frac Dt}=\frac{c_0\,e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erf}\lambda}\sqrt{\frac Dt}.$$

The time cancels, which confirms that $\lambda$ is constant, and we are left with

$$\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=\frac{c_0}{N}. \tag{4}$$

The factors $\lambda$, $e^{\lambda^2}$ and $\operatorname{erf}\lambda$ are positive and all increase with $\lambda$. Their product therefore rises steadily, from zero at $\lambda=0$ and without limit, so there is exactly one positive root.

Q: And for small $c_0/N$ this had better return your earlier result.

A: It does, with a correction. Let $\varepsilon=c_0/N$. For small $\lambda$,

$$\operatorname{erf}\lambda=\frac{2}{\sqrt\pi}\left(\lambda-\frac{\lambda^3}{3}+\dots\right),\qquad e^{\lambda^2}=1+\lambda^2+\dots$$

The left side of (4) becomes $2\lambda^2(1+\lambda^2-\lambda^2/3+\dots)=2\lambda^2(1+\tfrac23\lambda^2+\dots)$. To lowest order $\lambda^2=\varepsilon/2$. Using this inside the bracket gives $\lambda^2=(\varepsilon/2)(1-\varepsilon/3+\dots)$, and so

$$X=2\lambda\sqrt{Dt}=\sqrt{2\varepsilon Dt}\,\sqrt{1-\frac\varepsilon3+\dots}=x_f\left(1-\frac{c_0}{6N}+\dots\right). \tag{5}$$

The correction is negative, as the bound (3) demands. Equation (2) also shows its origin. The straight-line profile has the moment

$$\int_0^X x\,c_0\left(1-\frac xX\right)dx=c_0\left(\frac{X^2}{2}-\frac{X^2}{3}\right)=\frac{c_0X^2}{6}.$$

With $B=0$, (2) then reads $X^2(1+c_0/3N)=x_f^2$, which agrees with (5) to first order in $c_0/N$. Part of the moment supplied by diffusion is held by mobile water and is not available for filling sites.

Q: So a site density merely equal to $c_0$ would be a bad case. How bad?

A: For $c_0=N$ the root of (4) is $\lambda=0.6201$. The ratio of the true depth to the simple one is then

$$\frac{X}{x_f}=\frac{2\lambda\sqrt{Dt}}{\sqrt{2Dt}}=\sqrt2\,\lambda=0.877 .$$

A finite-difference solution of the two original equations, with $c_0=N$ and $kc_0t=1000$, gives $0.876$. The simple law overstates the depth by about one seventh there. The front still exists, since nothing in this derivation needed $c_0\ll N$ for a step. What a small $c_0/N$ buys is the simple formula for its position.

Q: Then the statement I was given, that a high site density makes the front sharp, mixes two things.

A: It does. The sharpness was put in by hand when I took capture to be instantaneous. With a finite $k$, water can pass free sites before being caught, however large the ratio $N/c_0$ may be. The width of the edge is a separate question.

Q: One thing about the position first. If I see a depth growing as $\sqrt t$, I would fit an ordinary diffusivity and think no more about traps.

A: The time dependence alone would not warn you, because trap-free diffusion also spreads as $\sqrt t$. The dependence on $c_0$ would. Without traps the equation is linear, so doubling $c_0$ doubles the water everywhere and leaves the shape of the profile unchanged. With saturable traps, when $X$ is close to $x_f$, the depth itself grows as $\sqrt{c_0}$. With $D$, $N$ and $t$ held fixed, a surface concentration four times smaller halves the depth.

Q: Could I then extract $D$ from such a measurement?

A: When $X\simeq x_f$, a measured depth gives the combination $Dc_0/N$. If the trapped amount per area $M=NX$ is measured instead, the same condition gives $M^2/t\simeq2Dc_0N$. A film of thickness $L$ that has been filled completely holds $NL$, which supplies $N$. The two together give the product $Dc_0$. To separate $D$ from $c_0$ needs another measurement, such as the amount of mobile water alone.

## Second half: how sharp the edge is, and a worked film

Q: Remind me what we carry over, and then deal with the finite capture rate.

A: Mobile water $c$ has diffusivity $D$ and surface value $c_0$. Bound water $s$ fills sites of density $N$ at the rate $kc(N-s)$. The filled depth is $X=(1/N)\int s\,dx$. It cannot exceed $x_f=\sqrt{2Dc_0t/N}$, and with instantaneous capture it falls short by the fraction $c_0/(6N)$ for small $c_0/N$. We also found

$$X^2=x_f^2-\frac2N\int_0^\infty xc\,dx-\frac{2B}{N},$$

where $B\ge0$ measures the departure of the trapped water from a packed layer.

Now let $k$ be finite. The site equation can be integrated at each depth if we introduce the accumulated exposure

$$w(x,t)=k\int_0^t c(x,t')\,dt' .$$

Dividing the site equation by $N-s$ and integrating from the dry state gives $-\ln[(N-s)/N]=w$, or

$$s=N\left(1-e^{-w}\right). \tag{6}$$

Q: That only moves the difficulty into $w$.

A: But $w$ obeys a single equation. Integrate the water balance $\partial(c+s)/\partial t=D\,\partial^2c/\partial x^2$ over time. The left side becomes $c+s$. On the right, the time integral of $c$ is $w/k$. Dividing by $N$ and using (6),

$$\frac cN=\ell^2\frac{\partial^2w}{\partial x^2}-\left(1-e^{-w}\right),\qquad \ell=\sqrt{\frac{D}{kN}} . \tag{7}$$

A length $\ell$ has appeared. It is about how far a mobile molecule diffuses among free sites in its mean time to capture, $1/(kN)$.

The filled depth cannot exceed $x_f$, its value for instantaneous capture is known, and the problem with a finite capture rate has been reduced to the single equation (7). It remains to find from that equation how sharp the edge is, and to apply the results to a film of definite thickness.

Numerical values quoted here were computed with a short program.
